# The Wigner transport equation and its classical drift in quadratic potentials, part 1

(Sections cited here and not found follow in the second part.)

## First half: the transport equation and the quadratic potential

### 1. Definitions and conventions

An electron moves along $x$ in one band with constant effective mass $m$. Its Hamiltonian is

$$ H = -\frac{\hbar^2}{2m}\frac{\partial^2}{\partial x^2} + V(x,t) , $$

where $V$ is the real potential energy, with the electron's charge already included. There is no scattering. If there are many electrons, they are treated as independent.

The state may be pure or a statistical mixture of wave functions $\psi_j$ with weights $w_j \ge 0$ that add up to one. Both cases are described by the density matrix

$$ \rho(x_1,x_2,t) = \sum_j w_j\, \psi_j(x_1,t)\, \psi_j^*(x_2,t) . $$

In place of the two positions we use their midpoint $x$ and their separation $s$:

$$ x_1 = x + \frac{s}{2} , \qquad x_2 = x - \frac{s}{2} . $$

The Wigner function is the Fourier transform of the density matrix in the separation,

$$ f(x,k,t) = \int ds\, e^{-iks}\, \rho\left(x+\tfrac{s}{2},\, x-\tfrac{s}{2},\, t\right) . \tag{1} $$

All integrals without limits run from $-\infty$ to $\infty$. With this convention $f$ is dimensionless, and the inverse transform is

$$ \rho\left(x+\tfrac{s}{2},\, x-\tfrac{s}{2}\right) = \int \frac{dk}{2\pi}\, e^{iks} f(x,k) . \tag{2} $$

We assume that $\rho$ is smooth, that it and its derivatives fall faster than any power at large $|x|$ and $|s|$, and that $V$ grows no faster than some power of $|x|$. The integrals below then converge, and boundary terms vanish.

### 2. What the Wigner function does and does not mean

Setting $s=0$ in (2) gives the particle density,

$$ n(x) = \rho(x,x) = \int \frac{dk}{2\pi}\, f(x,k) , \tag{3} $$

so that $\int dx\, dk\, f/2\pi = 1$. Integrating (1) over $x$ instead, and returning to $x_1$ and $x_2$ (the Jacobian of this change is one), gives

$$ \int dx\, f(x,k) = \sum_j w_j \left| \int dx_1\, e^{-ikx_1} \psi_j(x_1) \right|^2 , $$

which is the distribution of wave numbers. Both marginals are those of a probability distribution in phase space.

The function $f$ is real. Complex conjugation of (1) changes $e^{-iks}$ into $e^{iks}$ and exchanges the arguments of $\rho$, and the substitution $s \to -s$ restores the original integral. But $f$ need not be positive, so it is not in general a probability density.

It is also bounded. For a pure state the Cauchy-Schwarz inequality gives

$$ |f| \le \left[ \int ds\, \left|\psi\left(x+\tfrac{s}{2}\right)\right|^2 \right]^{1/2} \left[ \int ds\, \left|\psi\left(x-\tfrac{s}{2}\right)\right|^2 \right]^{1/2} = 2 , $$

because each integral equals 2 after the substitution $y = x \pm s/2$. A mixture is a weighted mean of pure states and obeys the same bound. A classical distribution could be concentrated at one point of phase space, but a Wigner function cannot.

### 3. The equation for the density matrix

The Schrödinger equation at $x_1$ and its complex conjugate at $x_2$ read

$$ i\hbar \frac{\partial \psi(x_1)}{\partial t} = H_1 \psi(x_1) , \qquad i\hbar \frac{\partial \psi^*(x_2)}{\partial t} = - H_2 \psi^*(x_2) . $$

The minus sign in the second comes from conjugating $i$. The product rule and the sum over the mixture then give

$$ i\hbar \frac{\partial \rho}{\partial t} = -\frac{\hbar^2}{2m} \left( \frac{\partial^2}{\partial x_1^2} - \frac{\partial^2}{\partial x_2^2} \right) \rho + \left[ V(x_1) - V(x_2) \right] \rho . \tag{4} $$

To change variables, note that $x = (x_1+x_2)/2$ and $s = x_1 - x_2$. The chain rule gives

$$ \frac{\partial}{\partial x_1} = \frac12 \frac{\partial}{\partial x} + \frac{\partial}{\partial s} , \qquad \frac{\partial}{\partial x_2} = \frac12 \frac{\partial}{\partial x} - \frac{\partial}{\partial s} . $$

In the difference of the squares only the cross terms survive:

$$ \frac{\partial^2}{\partial x_1^2} - \frac{\partial^2}{\partial x_2^2} = 4 \cdot \frac12 \frac{\partial}{\partial x} \frac{\partial}{\partial s} = 2 \frac{\partial^2}{\partial x\, \partial s} . $$

We divide (4) by $i\hbar$. The kinetic factor becomes $-(\hbar^2/2m) \cdot 2/(i\hbar) = i\hbar/m$, and therefore

$$ \frac{\partial \rho}{\partial t} = \frac{i\hbar}{m} \frac{\partial^2 \rho}{\partial x\, \partial s} + \frac{1}{i\hbar} \left[ V\left(x+\tfrac{s}{2}\right) - V\left(x-\tfrac{s}{2}\right) \right] \rho . \tag{5} $$

### 4. The kinetic term

Multiply (5) by $e^{-iks}$ and integrate over $s$. The left side becomes $\partial f/\partial t$. In the kinetic term we integrate by parts in $s$. The boundary term vanishes because $\rho$ falls off at large $|s|$, and

$$ \int ds\, e^{-iks} \frac{\partial \rho}{\partial s} = - \int ds\, (-ik)\, e^{-iks} \rho = ik f . $$

The kinetic term is therefore

$$ \frac{i\hbar}{m} \frac{\partial}{\partial x} (ikf) = - \frac{\hbar k}{m} \frac{\partial f}{\partial x} . $$

This is free motion with velocity $\hbar k/m$. It has the classical form because the kinetic energy is quadratic in the momentum: the difference of two squares left a single mixed derivative. The step also used a constant mass. If the mass depends on position, as across a heterojunction, or if the band is not parabolic, this term has to be derived anew.

### 5. The potential term and its kernel

The potential part of (5) gives

$$ Q[f] = \frac{1}{i\hbar} \int ds\, e^{-iks} \left[ V\left(x+\tfrac{s}{2}\right) - V\left(x-\tfrac{s}{2}\right) \right] \rho\left(x+\tfrac{s}{2},\, x-\tfrac{s}{2}\right) , \tag{6} $$

and the Wigner transport equation is

$$ \frac{\partial f}{\partial t} + \frac{\hbar k}{m} \frac{\partial f}{\partial x} = Q[f] . \tag{7} $$

To write $Q$ in terms of $f$ itself, insert (2) with integration variable $k'$. The exponentials combine to $e^{-i(k-k')s}$, and

$$ Q[f] = \int \frac{dk'}{2\pi}\, V_w(x,k-k')\, f(x,k') , \tag{8} $$

$$ V_w(x,q) = \frac{1}{i\hbar} \int ds\, e^{-iqs} \left[ V\left(x+\tfrac{s}{2}\right) - V\left(x-\tfrac{s}{2}\right) \right] . \tag{9} $$

If $V$ grows at large distance, as a quadratic potential does, or tends to different constants on the two sides, as under an applied bias, the integral (9) may fail to converge as an ordinary integral, and the kernel is then a distribution. Form (6) has no such difficulty, since $\rho$ cuts off large separations. It will be used for the quadratic potential.

The term $Q$ creates no particles. By (3), integrating over $k$ sets $s=0$, where the square bracket in (6) vanishes:

$$ \int \frac{dk}{2\pi}\, Q[f] = \frac{1}{i\hbar} \left[ V(x) - V(x) \right] \rho(x,x) = 0 . $$

Equation (7) integrated over $k$ is then the continuity equation $\partial n/\partial t + \partial J/\partial x = 0$ with the particle current $J = \int (dk/2\pi)\, (\hbar k/m)\, f$.

### 6. An example of the kernel

A smooth barrier of finite depth is

$$ V_G(x) = U \left( e^{-x^2/L^2} - 1 \right) , \tag{10} $$

whose top lies at $V=0$ and whose flat ends lie at $-U$. The constant cancels in (9). In the first term put $y = x + s/2$, so that $s = 2(y-x)$ and $ds = 2\,dy$:

$$ \int ds\, e^{-iqs}\, U e^{-(x+s/2)^2/L^2} = 2U e^{2iqx} \int dy\, e^{-2iqy - y^2/L^2} = 2\sqrt{\pi}\, U L\, e^{2iqx} e^{-q^2L^2} . $$

The second term follows from the first by $s \to -s$, which is the same as $q \to -q$. The difference contains $e^{2iqx} - e^{-2iqx} = 2i \sin 2qx$, and

$$ V_w(x,q) = \frac{4\sqrt{\pi}\, U L}{\hbar}\, e^{-q^2L^2} \sin 2qx . $$

The potential couples wave numbers that differ by up to roughly $1/L$. The kernel takes both signs, so it cannot be read as a rate of classical jumps. In a wide barrier the coupled wave numbers lie close together, and the action of the kernel approaches that of a derivative in $k$.

### 7. The quadratic potential

Let

$$ V(x,t) = a(t)\, x^2 + b(t)\, x + c(t) . $$

The coefficients may depend on time, since (6) uses $V$ at one instant. For the square,

$$ \left(x+\tfrac{s}{2}\right)^2 - \left(x-\tfrac{s}{2}\right)^2 = 2xs , $$

because $x^2$ and $s^2/4$ appear in both squares and cancel. The linear term contributes $bs$ and the constant nothing. Hence

$$ V\left(x+\tfrac{s}{2}\right) - V\left(x-\tfrac{s}{2}\right) = (2ax+b)\, s = s\, \frac{\partial V}{\partial x} . \tag{11} $$

This is an identity for every $s$, not an expansion for small $s$. The slope does not depend on $s$ and can be taken out of (6). The remaining factor $s$ is produced by a derivative in $k$. Since $\partial_k e^{-iks} = -is\, e^{-iks}$, multiplication by $i$ gives $s\, e^{-iks} = i\, \partial_k e^{-iks}$. Therefore

$$ Q[f] = \frac{1}{i\hbar} \frac{\partial V}{\partial x} \cdot i\, \frac{\partial}{\partial k} \int ds\, e^{-iks} \rho = \frac{1}{\hbar} \frac{\partial V}{\partial x} \frac{\partial f}{\partial k} . \tag{12} $$

The transport equation becomes

$$ \frac{\partial f}{\partial t} + \frac{\hbar k}{m} \frac{\partial f}{\partial x} - \frac{1}{\hbar} \frac{\partial V}{\partial x} \frac{\partial f}{\partial k} = 0 . \tag{13} $$

This is the collisionless Boltzmann equation, with the force $-\partial V/\partial x$ changing the momentum $\hbar k$. The Planck constant in it belongs to the choice of variable. With $p = \hbar k$ we have $\partial_k = \hbar\, \partial_p$, and the three terms read $\partial_t f + (p/m)\, \partial_x f - V'\, \partial_p f = 0$, without $\hbar$. A uniform field, a parabolic well and a parabolic barrier are all covered.

### 8. No other potential has this property

Suppose that $V$ is twice differentiable and that (12) holds for all states. Subtracting the drift from (6) leaves

$$ \frac{1}{i\hbar} \int ds\, e^{-iks}\, D(x,s)\, \rho\left(x+\tfrac{s}{2},\, x-\tfrac{s}{2}\right) = 0 , \qquad D = V\left(x+\tfrac{s}{2}\right) - V\left(x-\tfrac{s}{2}\right) - sV'(x) . $$

This holds for every $k$, so the Fourier transform of $D\rho$ in $s$ is zero, and thus $D\rho = 0$. Choose a Gaussian wave packet, whose $\rho$ vanishes nowhere. Then $D = 0$ for all $x$ and $s$. Two derivatives in $s$ give

$$ 0 = \frac{\partial^2 D}{\partial s^2} = \frac14 \left[ V''\left(x+\tfrac{s}{2}\right) - V''\left(x-\tfrac{s}{2}\right) \right] . $$

Any two points can be written as $x \pm s/2$, so $V''$ has the same value everywhere and $V$ is at most quadratic.

### 9. What stays quantum

Equation (13) governs the motion of $f$, but it does not decide which functions $f$ are allowed. The parabolic well $V = m\omega^2x^2/2$ shows the difference. With the classical energy $E(x,k) = \hbar^2k^2/2m + m\omega^2x^2/2$, every function of $E$ is a stationary solution of (13), because

$$ \frac{\hbar k}{m} \frac{\partial E}{\partial x} - \frac{V'}{\hbar} \frac{\partial E}{\partial k} = \frac{\hbar k}{m} V' - \frac{V'}{\hbar} \frac{\hbar^2 k}{m} = 0 . $$

In particular $A\, e^{-\lambda E}$ is stationary for any $\lambda > 0$. Normalisation fixes $A$. Since $\int dx\, dk\, e^{-\lambda E}/2\pi = 1/(\lambda\hbar\omega)$, we have $A = \lambda\hbar\omega$. The bound $|f| \le 2$ then demands $\lambda \le 2/\hbar\omega$. The classical equation would accept a narrower distribution, but no quantum state has one. The equation of motion has lost its quantum correction, while the state still carries the uncertainty limit.

## Second half: corrections, trajectories and a transistor barrier

### 10. Symbols and results carried over

The Wigner function $f(x,k,t)$ is the Fourier transform, in the separation $s$, of the density matrix $\rho(x+s/2,\, x-s/2,\, t)$, with $\int dx\, dk\, f/2\pi = 1$ and $|f| \le 2$. For constant mass $m$ and potential energy $V$ it obeys

$$ \frac{\partial f}{\partial t} + \frac{\hbar k}{m} \frac{\partial f}{\partial x} = Q[f] , \qquad Q = \frac{1}{i\hbar} \int ds\, e^{-iks} \left[ V\left(x+\tfrac{s}{2}\right) - V\left(x-\tfrac{s}{2}\right) \right] \rho . $$

For a potential at most quadratic in $x$, $Q$ equals the classical drift $V'\, \partial_k f/\hbar$. Primes denote derivatives in $x$. The finite barrier used below is $V_G = U(e^{-x^2/L^2} - 1)$.

This part has derived the Wigner transport equation and shown that its potential term equals the classical drift for all states only if the potential is at most quadratic, while the state still carries the uncertainty limit. What remains is to find the corrections for other potentials, to follow $f$ along classical trajectories, and to test the description on a transistor barrier.
